\section*{Why the coherent potential approximation becomes exact in infinite dimensions}

\section*{Question}

An electron hops on a lattice of coordination $Z$ in a random potential,
\begin{equation}
H=-t\sum_{\langle ij\rangle}(c_i^\dagger c_j+c_j^\dagger c_i)+\sum_iV_i\,c_i^\dagger c_i ,
\end{equation}
with independent, identically distributed, bounded $V_i$ of variance $\sigma^2$. The coherent potential approximation (CPA) replaces the $V_i$ by one site-diagonal self-energy $\Sigma(z)$. Why does this become exact as $Z\to\infty$, in what sense, and with what error at finite $Z$? Why does the same equation appear in the Falicov-Kimball model and in the Hubbard-III treatment of the Hubbard model, and is it exact in both?

\section*{Answer}

\subsection*{Scaling of the hopping}

Take the hypercubic lattice, $Z=2d$. The second moment of the clean local density of states is $(H_0^2)_{00}=Zt^2$, one term for each hop out and back. It stays finite and nonzero only if
\begin{equation}
t=t^*/\sqrt Z ,
\end{equation}
and $t^*=1$ is the energy unit below. For one axis $\int\frac{dk}{2\pi}e^{ikR}e^{2its\cos k}=i^RJ_R(2ts)$, and the axes commute, so for $\mathrm{Im}\,z>0$
\begin{equation}
G_{\mathbf R}(z)=-i\int_0^\infty\! ds\,e^{izs}\prod_{\alpha=1}^d i^{R_\alpha}J_{R_\alpha}(2ts),\qquad R_\alpha\ge0 .
\end{equation}
At large $d$ the argument is small, $J_R(2ts)\to(ts)^R/R!$ and $J_0^d\to(1-t^2s^2)^d\to e^{-s^2/2}$ because $dt^2=1/2$. Each factor $is$ equals $\partial_z$ acting on $e^{izs}$, so with $m=\sum_\alpha R_\alpha$
\begin{equation}
G_{\mathbf R}\to\frac{t^m\,G_\infty^{(m)}(z)}{\prod_\alpha R_\alpha!},\qquad G_\infty=-i\int_0^\infty\! ds\,e^{izs-s^2/2}.
\end{equation}
Integration by parts gives $G_\infty'=\int s\,e^{izs-s^2/2}ds=1+iz\,(iG_\infty)=1-zG_\infty$. At $z=i$, $G_\infty=-0.6557i$ and $G_\infty'=1-0.6557=0.3443$. Quadrature of the Bessel integral for a nearest neighbour, $G_1$, gives
\begin{center}
\begin{tabular}{cccc}
$d$ & $\sqrt Z\,G_1$ & $ZG_1^2$ & $ZG_1^3$\\
3 & 0.3579 & 0.1281 & 0.0187\\
16 & 0.3465 & 0.1201 & 0.0074\\
256 & 0.3445 & 0.1187 & 0.0018
\end{tabular}
\end{center}
The mechanism is in the last two columns. At distance $m$ there are about $\binom dm2^m\approx Z^m/m!$ sites and each propagator scales as $Z^{-m/2}$. Two propagators summed over a shell stay of order one, consistent with the sum rule $\sum_{\mathbf R}G_{\mathbf R}G_{-\mathbf R}=(G^2)_{00}=-G'$. Three propagators give $Z^{-m/2}\to0$. A single-site theory has to remove every process with two lines between two sites by other means, and what remains must carry at least three.

\subsection*{What the CPA condition removes}

Choose any local $\Sigma$ and let $\bar G=(z-\Sigma-H_0)^{-1}$, with diagonal element $\bar G_{00}\equiv G_c$. The perturbation is $V_i-\Sigma$. In the Born series collect all consecutive scatterings on one site into a geometric sum,
\begin{align}
T_i&=\frac{V_i-\Sigma}{1-(V_i-\Sigma)G_c},\\
G_{00}&=G_c+\sum_i\bar G_{0i}T_i\bar G_{i0}+\sum_{i\ne j}\bar G_{0i}T_i\bar G_{ij}T_j\bar G_{j0}+\dots
\end{align}
Successive sites in a sequence differ. The average factorizes over sites. A sequence with a singly visited site therefore carries a factor $\langle T\rangle$, and CPA fixes $\Sigma$ by $\langle T\rangle=0$. Define $\phi_n(w)=\langle(w-V)^{-n}\rangle$. The identity
\begin{equation}
\frac1{G_c^{-1}+\Sigma-V}=\frac{G_c}{1-(V-\Sigma)G_c}=G_c+G_cTG_c
\end{equation}
turns $\langle T\rangle=0$ into
\begin{equation}
G_c=\phi_1(z-\Delta),\qquad z-\Delta\equiv G_c^{-1}+\Sigma,\qquad G_c=G_0(z-\Sigma),
\label{cpa}
\end{equation}
with $G_0$ the clean local function: one random site in a non-random bath $\Delta$. The two-line process $i\,j\,i$, of order one, is among those removed.

\subsection*{Why the survivors vanish}

In a surviving sequence every site occurs at least twice and never twice in a row. Pick the two successive occurrences of one site, $i\dots i$, with the shortest span. Some $j\ne i$ lies between them. It occurs again, and not inside the span, since that would be a shorter span. The sequence therefore contains $i\dots j\dots i\dots j$ or $j\dots i\dots j\dots i$, and three separate stretches join $i$ and $j$.

Now expand in $1/z$, $\langle G_{00}\rangle=\sum_nM_n/z^{n+1}$. Each $\bar G_{ij}$ is a sum over walks, and the $1/z$ coefficients of $\Sigma$ and $\langle T^p\rangle$ are built from clean and disorder moments, which stay finite as $Z\to\infty$. A sequence becomes a closed walk of $h$ hops with weight $Z^{-h/2}$. A walk pattern that uses $k$ axes is realized in $2^kd(d-1)\cdots(d-k+1)\le Z^k$ ways. Closure needs an even number of hops on each axis used, so $k\le h/2$. If $i\ne j$ interleave, they differ along some axis, and each of the three stretches has a hop on it. That axis has at least three hops, hence four, so $k\le1+(h-4)/2=h/2-1$ and the weight is $O(1/Z)$. At fixed $n$ there are finitely many patterns, so
\begin{equation}
M_n-M_n^{\rm CPA}=O(1/Z)\quad\text{for each fixed }n,
\end{equation}
where CPA uses the clean $G_0$ of the same finite $d$. On the Bethe lattice the argument holds with bonds in place of axes, because a closed walk on a tree crosses each bond an even number of times. The geometry matters. On a fully connected cluster with equal-sign hopping, the $Z^2$ triangles give $t^3Z^2\sim Z^{1/2}$, which diverges, and this scaling fails.

The shortest survivor is $i\,j\,i\,j$: length two or three cannot visit every site twice without an immediate repeat. Translation invariance replaces $\bar G_{j0}\bar G_{0i}$ by $(\bar G^2)_{ji}$ summed at fixed $i$,
\begin{equation}
\delta G=\langle T^2\rangle^2\sum_{j\ne i}\bar G_{ij}^3\,(\bar G^2)_{ji}.
\end{equation}
It acts as a non-local self-energy $\Sigma_{ij}=\langle T^2\rangle^2\bar G_{ij}^3$, of order $Z^{-3/2}$ between neighbours. In momentum space $\Sigma_{01}\sum_\delta e^{i\mathbf k\cdot\delta}=-\Sigma_{01}\epsilon_{\mathbf k}/t$, which is $O(1/Z)$ where $\epsilon_{\mathbf k}=O(1)$ and $O(Z^{-1/2})$ at $\mathbf k=0$, where $\epsilon=-Zt$.

At large $z$, $\langle T^2\rangle\to\sigma^2$, $\bar G_{ij}\to-t/z^2$ for neighbours, and $(\bar G^2)_{ji}=-\partial_\zeta\bar G_{ji}\to-2t/z^3$ with $\zeta=z-\Sigma$. The product is $Z\sigma^4(-t)^3(-2t)/z^9$. The next sequence, $i\,j\,i\,j\,i$, has four off-diagonal lines and $(\bar G^2)_{ii}$, so it starts at $z^{-10}$. Hence $M_0,\dots,M_7$ equal their CPA values at any $d$, and
\begin{equation}
M_8-M_8^{\rm CPA}=2\sigma^4Zt^4=2\sigma^4/Z .
\label{m8}
\end{equation}
For $V=U=2$ with probability $c=1/4$ and $V=0$ otherwise, $\sigma^2=U^2c(1-c)=3/4$ and the difference is $9/(8Z)$. The true moments follow from expanding in $t$: a closed walk that visits site $s$ a total of $m_s$ times contributes $t^h\prod_s\phi_{m_s}(z)$. Enumerating walks to $h=10$ in rational arithmetic, and solving (\ref{cpa}) as a series in $1/z$, gives the differences $9/16$ at $d=1$ and $9/160$ at $d=10$, the latter $0.056/799=7\times10^{-5}$ of $M_8$. For the tenth moment $Z(M_{10}-M_{10}^{\rm CPA})$ is $64.7$, $72.3$, $73.1$ at $d=1,10,1000$, approaching a constant.

\subsection*{The $1/Z$ error at finite $z$ on the Bethe lattice}

On a tree, removing a site disconnects its branches, so inversion by blocks gives closed recursions for the local function and for the cavity function $g$ of a site with one bond cut:
\begin{equation}
G=\Big(z-V-t^2\sum_{j=1}^Zg_j\Big)^{-1},\qquad g=\Big(z-V-t^2\sum_{j=1}^{Z-1}g_j\Big)^{-1},
\end{equation}
with independent $g_j$. The bath fluctuation $\delta=t^2\sum_j(g_j-\bar g)$, $\bar g=\langle g\rangle$, has zero mean, $v\equiv\langle\delta^2\rangle=Zt^4(\phi_2-\phi_1^2)=(\phi_2-\phi_1^2)/Z$ at leading order, and third moment $Zt^6\sim Z^{-2}$. The bath self-averages, which is the same mechanism seen from one site. Expand $(w-V-\delta)^{-1}$ in $\delta$ with $w=z-\bar g$, and use $\phi_1'=-\phi_2$; the cavity site lacks one branch, so its argument is $w+\bar g/Z$:
\begin{equation}
\langle G\rangle=\phi_1(w)+\phi_3v,\qquad\bar g=\phi_1(w)-\phi_1\phi_2/Z+\phi_3v .
\end{equation}
In CPA on the same tree $1/G_c=z-\Sigma-g_0$ and $1/g_0=1/G_c+g_0/Z$, so $G_c=\phi_1(w_0)$ with $w_0=z-g_0$, and $g_0=\phi_1(w_0)-\phi_1^3/Z$. Let $x=\bar g-g_0=w_0-w$, so that $\phi_1(w)-\phi_1(w_0)=\phi_2x$. Subtraction gives
\begin{align}
Z(1-\phi_2)\,x&=\phi_1^3-\phi_1\phi_2+\phi_3(\phi_2-\phi_1^2)=(\phi_2-\phi_1^2)(\phi_3-\phi_1),\\
Z(\langle G\rangle-G_c)&=(\phi_2-\phi_1^2)\Big[\frac{\phi_2(\phi_3-\phi_1)}{1-\phi_2}+\phi_3\Big]
=\frac{(\phi_2-\phi_1^2)(\phi_3-\phi_1\phi_2)}{1-\phi_2},
\label{bethe}
\end{align}
up to $O(1/Z)$, with the $\phi_n$ taken at $w=z-\phi_1(w)$. For zero-mean $V$ at large $z$, $\phi_n\approx z^{-n}[1+n(n+1)\sigma^2/2z^2]$, so the two factors are $(3-2)\sigma^2/z^4$ and $(6-1-3)\sigma^2/z^5$, which reproduces (\ref{m8}).

Take $V=\pm1$ with equal weight and $z=0.5i$. Then $w=i$ solves the equation, because $\phi_1=w/(w^2-1)=-i/2$ and $z-\phi_1=i$. Further $\phi_2=\frac12[(-2i)^{-1}+(2i)^{-1}]=0$ and $\phi_3=\frac12[(2+2i)^{-1}+(-2+2i)^{-1}]=-i/4$, so (\ref{bethe}) gives $(1/4)(-i/4)=-0.0625i$. Iterating the full recursion, with the moments of $\delta$ carried to order 20, gives $-0.0620i$ at $Z=16$ and $-0.0625i$ at $Z=256$. At $Z=4$ it gives $\langle G\rangle=-0.5152i$ against $G_c=-0.4997i$, an error of $0.0155/0.5152=3\%$ of the true value.

The denominator of (\ref{bethe}) marks one place where the result fails. Since $dz/dw=1-\phi_2$, it vanishes at every CPA band edge reached with real $w$ outside the support of $V$, and the $1/Z$ expansion is not uniform as $z$ approaches such an edge. This covers all edges when $V$ takes discrete values, because $\phi_2$ diverges at each of them. A continuous distribution that vanishes fast at the end of its support can put the edge there instead: for $V=2x$ with density $\frac{35}{32}(1-x^2)^3$ in $x$, the edge is at $w=2$, $z=2+7/12$, where $\phi_2=7/16$ and (\ref{bethe}) stays finite. The statements above concern the averaged one-particle function: its moments of fixed order on both lattices, and its value at fixed $\mathrm{Im}\,z>0$ on the Bethe lattice. They say nothing about band tails, the distribution of local densities or localization, for which $z$ goes to the real axis at finite $Z$.

\subsection*{Falicov-Kimball model}

Let $V_i=Un_i$, where $n_i=0,1$ counts an immobile $f$ fermion of energy $E_f$, and let $\mu$ be the chemical potential of the $c$ electrons. Every $n_i$ commutes with $H$, so the trace splits into configurations. With $h$ the one-body matrix of $H-\mu N_c$, each has the weight
\begin{equation}
W(\{n\})=e^{-\beta E_f\sum_in_i}\det\big(1+e^{-\beta h(\{n\})}\big).
\end{equation}
The model is a binary alloy with annealed disorder: the concentration is set by $W$, and the $n_i$ are not independent, which the argument above required.

For one site in a bath $\Delta$, write $1+e^{-\beta\epsilon}=2e^{-\beta\epsilon/2}\cosh(\beta\epsilon/2)$ for each eigenvalue and use $\cosh(\beta\epsilon/2)=\prod_{n\ge0}|i\omega_n-\epsilon|^2/\omega_n^2$, $\omega_n=(2n+1)\pi/\beta$. Setting $n_f=1$ raises $\mathrm{tr}\,h$ by $U$ and multiplies $\det(i\omega_n-h)$ by $1-UG^{(0)}$, where $G^{(a)}=(i\omega_n+\mu-aU-\Delta_n)^{-1}$. The probabilities $w_1=\langle n_f\rangle$, $w_0=1-w_1$ obey
\begin{equation}
L\equiv\ln\frac{w_1}{w_0}=-\beta\Big(E_f+\frac U2\Big)+\sum_n\ln\frac{G^{(0)}_n}{G^{(1)}_n},\qquad\frac{\partial L}{\partial\Delta_n}=-D_n,
\label{L}
\end{equation}
with $D=G^{(1)}-G^{(0)}$ and $n$ of both signs, paired. Flipping $n_j$ on a neighbour changes its cavity function by $\delta g_n$ and $\Delta_n$ by $t^2\delta g_n$, so the weight contains $e^{Kn_0n_j}$ with
\begin{equation}
K=-t^2\sum_n\delta g_nD_n=O(1/Z),
\end{equation}
and to first order in $K$ the covariance is $K$ times the two variances $w_0w_1$. A star graph shows this in a finite sum. A centre is joined to $Z$ leaves at half filling ($\mu=U/2$, $E_f=-U/2$, $w_1=1/2$), with leaf functions $(i\omega_n\mp U/2)^{-1}$ whose mean is $\Delta_n$. For $U=2$, $\beta=4$ the frequency sum gives $ZK=-2.078$ and $ZK/16=-0.1299$. Summing $W$ over the number of occupied leaves, where $h$ reduces to a $3\times3$ block plus uncoupled levels, gives $Z\,\mathrm{cov}=-0.1298$ at $Z=400$.

The correlation revives the sequence $i\,j$, at the order $Z\cdot Z^{-1}\cdot\bar G_{ij}(\bar G^2)_{ji}\sim1/Z$. By this leading-order counting the homogeneous phase at $Z=\infty$ obeys (\ref{cpa}) with $c=w_1$ from (\ref{L}). The summed coupling $ZK$ stays finite, however, and acts as a mean field. At half filling $\delta g$ and $D$ are both negative, $K<0$, and the $f$ particles favour alternate sublattices. On the $Z=\infty$ Bethe lattice $g\to G$, so $\Delta_A=G_B$. For a staggered deviation $\delta G_B=-\delta G_A$,
\begin{equation}
\delta G_A=D\,\delta w-\phi_2\,\delta G_A\ \Rightarrow\ \delta G_A=\frac{D\,\delta w}{1+\phi_2},\qquad
\frac{\delta w}{w_0w_1}=\delta L=\sum_nD_n\,\delta G_{A,n},
\end{equation}
and the homogeneous solution is unstable below the $T_c$ that solves
\begin{equation}
1=\frac14\sum_n\frac{D_n^2}{1+\phi_2(i\omega_n-G_n)}.
\label{Tc}
\end{equation}
For $U\gg1$, $\phi_2$ and $\Delta$ drop out, $D=-U/(\omega^2+U^2/4)$, and $\sum_n\to\beta\int d\omega/2\pi$ with $\int d\omega\,(\omega^2+a^2)^{-2}=\pi/2a^3$, $a=U/2$, gives $T_c=1/(2U)$. Below $T_c$ the single-medium CPA is no longer the equilibrium solution.

\subsection*{Hubbard-III alloy analogy}

For the site in a bath of levels $e_l$ and couplings $v_l$, $\Delta(z)=\sum_lv_l^2/(z-e_l)$, take the projectors $P_1=n_f$, $P_0=1-n_f$ and $F_a=\langle\langle P_ac;c^\dagger\rangle\rangle$, $B_{al}=\langle\langle P_ab_l;c^\dagger\rangle\rangle$. If $[P_a,H]=0$, the equations of motion close, because $P_an_f=aP_a$:
\begin{equation}
zF_a=w_a+(aU-\mu)F_a+\sum_lv_lB_{al},\qquad(z-e_l)B_{al}=v_lF_a .
\end{equation}
Thus $F_a=w_a/(A-aU)$ with $A=z+\mu-\Delta$. With $n=w_1$, $G=F_0+F_1=[A-(1-n)U]/[A(A-U)]$, and
\begin{equation}
\Sigma=A-\frac1G=\frac{nUA}{A-(1-n)U}=nU+\frac{n(1-n)U^2}{A-(1-n)U}.
\label{h3}
\end{equation}
This is (\ref{cpa}) for a binary alloy. In the Hubbard model the role of $n_f$ is taken by $n_{i,-\sigma}$, which does not commute with the hopping of spin $-\sigma$. The alloy analogy, the scattering correction of Hubbard-III, drops the terms from that commutator and yields (\ref{h3}) with $n=\langle n_{-\sigma}\rangle$. The full Hubbard-III scheme adds a resonance-broadening correction for the dropped terms and is not CPA.

Diagonalization in the 64-state Fock space of $c$, $f$ and two bath levels for each ($e_l=-0.8,0.5$; $v_l=0.6,0.5$; $U=2$, $\mu=0.7$, $\beta=4$, $z=0.3+0.4i$) shows the contrast. With $f$ decoupled and $E_f=-0.9$, $w_1=0.6421$ equals the value from (\ref{L}), and $G=-0.1414-0.4949i$ equals the two-pole form. With $f$ coupled like $c$ and $E_f=-\mu$, $n=0.4437$ and $G=0.132-0.750i$, while the two-pole form gives $0.056-0.503i$.

The failure persists at $Z=\infty$. At second order in $U$ an added electron leaves an electron at $a$, an opposite-spin electron at $b$ and a hole at $c$, and an added hole does the reverse. Three lines join the two vertices, so the term is local, and with $f$ the Fermi function, $\bar f=1-f$, $a=c-b$,
\begin{equation}
-\mathrm{Im}\Sigma(0)=\pi U^2\!\int\! db\,dc\,\rho(a)\rho_{-\sigma}(b)\rho_{-\sigma}(c)\big[\bar f_a\bar f_bf_c+f_af_b\bar f_c\big].
\end{equation}
For $T\ll1$ set each density to $\rho_0$. With $\Omega=b-c$, $\int f_c\bar f_{c+\Omega}\,dc=\Omega/(1-e^{-\beta\Omega})$ and $\bar f_{-\Omega}=1/(e^{\beta\Omega}+1)$, whose product is $\Omega/(2\sinh\beta\Omega)$ with integral $\pi^2T^2/4$. The second term is equal under $\epsilon\to-\epsilon$. For the half-filled semicircle of the $Z=\infty$ Bethe lattice, $\rho_0=1/\pi$, so $-\mathrm{Im}\Sigma(0)/U^2=\pi\rho_0^3\pi^2T^2/2=T^2/2$, which vanishes as $T\to0$. Gauss-Chebyshev quadrature with the full semicircle gives $0.001244$ at $T=0.05$, where $T^2/2=0.00125$, and $0.000312$ at $T=0.025$. If the opposite-spin band is much narrower than $T$, then $f_b=f_c=1/2$, the bracket is $1/4$ and the rate is $\pi\rho_0/4=1/4$. With that band scaled by $0.002$ the quadrature gives $0.2498$ at $T=0.05$, and CPA at $U=0.05$ gives $0.2501$. The alloy analogy thus assigns to the weakly coupled Hubbard model the elastic rate of frozen scatterers.

\subsection*{Worked example: half filling, $Z=\infty$ Bethe lattice}

Measure $z$ from $\mu=U/2$, so $V=\pm U/2$, $\Delta=G$, $w=z-G$ and $\phi_1=w/(w^2-U^2/4)$. Clearing the denominator in $G=\phi_1$ gives
\begin{equation}
G^3-2zG^2+(z^2-U^2/4+1)G-z=0 .
\end{equation}
At $z=0$ the retarded root is $G=-iy$ with $y^2=1-U^2/4$ for $U<2$, and $G=0$ for $U>2$. The density $\rho(0)=y/\pi$ vanishes at $U_c=2t^*$, the half bandwidth. From (\ref{h3}), $\Sigma-U/2=(U^2/4)/w$ with $w=iy$. For $U=1.5$, $y=\sqrt{0.4375}=0.6614$, $\rho(0)=0.2105$ against $0.3183$ at $U=0$, and $\mathrm{Im}\Sigma(0)=-0.5625/0.6614=-0.850$.

Outside the spectrum $G$ and $w$ are real and $z=w+\phi_1(w)$ is invertible until $\phi_2=1$. With $\phi_2=(w^2+U^2/4)/(w^2-U^2/4)^2$ this is a quadratic in $w^2$,
\begin{equation}
w^2=\tfrac12\big(U^2/2+1\mp\sqrt{1+2U^2}\big),
\end{equation}
whose lower root reaches zero at $U=2$. For $U=3$, $\sqrt{19}=4.3589$. The lower root is $w^2=0.5706$, $w=0.7554$, $\phi_1=0.7554/(0.5706-2.25)=-0.4498$, so the inner edge is $0.3056$ and the gap $0.611\,t^*$, or $0.61$ eV for $t^*=1$ eV. The upper root $w^2=4.9294$ gives $2.2202+0.8286=3.049$. A fully connected cluster with random-sign Gaussian hopping of variance $1/N$ realizes the same limit, because walks that cross a bond an odd number of times average to zero and the leading survivors are tree walks. One such matrix with $N=1500$ has eigenvalue edges $0.305$ and $3.047$, and $G(2+0.2i)=0.2933-0.6148i$ against the CPA value $0.2931-0.6141i$.

Solving (\ref{Tc}) by root search, with 600 positive frequencies, gives $T_c=0.092\,t^*$ for $U=1.5$ and $0.112\,t^*$ for $U=3$, about 1070 K and 1300 K for $t^*=1$ eV. The value at $U=3$ lies below the large-$U$ form $1/6$, which neglects both $\Delta$ and $\phi_2$ and needs $U^2/4\gg1$. Iterating the nonlinear two-sublattice equations from a small seed gives $|w_A-w_B|=0.55$ and $0.43$ at $0.95\,T_c$, and zero to rounding at $1.05\,T_c$. For the quenched alloy these spectra hold at any temperature; for the Falicov-Kimball model they hold above $T_c$, where half filling keeps $w_1=1/2$ and the spectrum does not depend on $T$.

Numerical values quoted here were computed with a short program.
